# Primary isotope effect in β-hydride elimination from zero-point energies, part 1

(Sections cited here and not found follow in the second part.)

## From the thermal rate to the zero-point formula

A calculation on β-hydride elimination has to settle which vibrational frequencies are needed before a measured ratio of rates for hydrogen and deuterium can be interpreted. The frequencies of the metal alkyl precursor are usually easier to obtain, since a minimum is easier to locate than a saddle point. At either point the matrix of second derivatives must be calculated and diagonalized. If the isotope effect came from the vibrations of the reactant alone, the first calculation would do. It does not do: in the model treated below, the zero-point energies of the reactant alone would give a ratio of about 17 at 400 K, while reactant and saddle together give about 3.8. The saddle is therefore part of the calculation from the start. No second electronic-structure calculation is needed for deuterium, because the potential surface is the same and only a mass changes.

In the elimination, a hydrogen bound to the β-carbon C passes to the metal M, and the rest of the alkyl group becomes an alkene, which may at first stay bound to the metal. The primary kinetic isotope effect is the ratio \(k_H/k_D\) of the rate constants when this one atom is hydrogen or deuterium and all other atoms are unchanged. Both constants refer to transfer from one marked site, so that no counting of equivalent hydrogens enters.

A short kinetic scheme shows when the measured ratio reflects the transfer, and which species then counts as the reactant. Let the precursor A first rearrange reversibly to B, with constants \(k_1\) and \(k_{-1}\), and let B transfer its hydrogen irreversibly with constant \(k_2\). If the concentration of B is stationary, \(k_1[A]=(k_{-1}+k_2)[B]\), and the observed constant is

\[
k_{\rm obs}=\frac{k_2[B]}{[A]}=\frac{k_1k_2}{k_{-1}+k_2}.
\]

For \(k_2\gg k_{-1}\) this becomes \(k_1\), and the isotope effect of the transfer is hidden. For \(k_2\ll k_{-1}\) it becomes \((k_1/k_{-1})k_2\). The equilibrium constant \(k_1/k_{-1}\) contains the ratio of partition functions \(Q_B/Q_A\), and \(k_2\) contains \(Q^\ddagger/Q_B\), where \(\ddagger\) marks the saddle. Their product contains \(Q^\ddagger/Q_A\), so B drops out. The reactant in what follows is thus the species in which the material rests, and the transfer is taken to be irreversible and rate-limiting.

Four further assumptions define the model. Both isotopes move on one Born–Oppenheimer surface. The vibrations are harmonic about the reactant minimum and about the saddle. Every crossing from the reactant side leads to product, which is the no-recrossing assumption of transition-state theory. Motion along the reaction coordinate is classical, which leaves out tunnelling. At first the heavy atoms are also clamped in place, so that the transferred atom of mass \(m\) has three degrees of freedom; this last restriction is removed later.

At the saddle, one of the three directions is the reaction coordinate \(q\), with momentum \(p\). The other two are bound vibrations with quantum energies \(E_n\), measured from the saddle energy \(V^\ddagger\). The energy \(V^\ddagger\) is itself measured from the reactant minimum and contains no vibrational energy. A classical phase-space element \(dq\,dp\) holds \(dq\,dp/(2\pi\hbar)\) quantum states. In thermal equilibrium, the probability that the system is in this element at the saddle and in the transverse state \(n\) is

\[
\frac{dq\,dp}{2\pi\hbar}\,
\frac{1}{Q_R}\exp\left[-\frac{V^\ddagger+p^2/2m+E_n}{k_BT}\right].
\]

Here \(Q_R\) is the vibrational partition function of the reactant. Using it alone as the normalization assumes a barrier high enough that nearly all of the population sits in the reactant well. During a time \(dt\), the systems that cross with momentum \(p>0\) are those within a distance \(dq=(p/m)\,dt\) of the dividing surface. Dividing by \(dt\), integrating over positive \(p\) and summing over \(n\) gives the rate constant. The momentum integral follows from the substitution \(y=p^2/(2mk_BT)\), for which \((p/m)\,dp=k_BT\,dy\):

\[
\int_0^\infty \frac{p}{m}\,e^{-p^2/(2mk_BT)}\,dp
=k_BT\int_0^\infty e^{-y}\,dy=k_BT.
\]

The mass has cancelled. A lighter atom crosses faster, but its momenta are spread over a narrower range, which contains fewer quantum states. With \(Q^\ddagger=\sum_n e^{-E_n/k_BT}\), the rate constant is

\[
k=\frac{k_BT}{2\pi\hbar}\,\frac{Q^\ddagger}{Q_R}\,e^{-V^\ddagger/k_BT}.
\]

The first factor and the last are the same for both isotopes. The isotope effect therefore lies wholly in the partition functions:

\[
\frac{k_H}{k_D}=\frac{Q_{R,D}}{Q_{R,H}}\,
\frac{Q^\ddagger_H}{Q^\ddagger_D}.
\]

The reactant enters with deuterium on top and the saddle with hydrogen on top. This inversion is the origin of the opposition between the two sets of modes.

A harmonic mode of angular frequency \(\omega\) has levels \((n+\tfrac12)\hbar\omega\). With \(u=\hbar\omega/k_BT\), its partition function is a geometric series,

\[
Q=\sum_{n=0}^{\infty}e^{-(n+1/2)u}
=\frac{e^{-u/2}}{1-e^{-u}}
=\frac{1}{e^{u/2}-e^{-u/2}}
=\frac{1}{2\sinh(u/2)}.
\]

The third form results from multiplying numerator and denominator by \(e^{u/2}\). Independent modes have independent sums, so their partition functions multiply. Let \(i\) run over the three reactant modes and \(j\) over the two real saddle modes. The factors of 2 cancel between the isotopes, and

\[
\frac{k_H}{k_D}
=\prod_i\frac{\sinh(u_{i,H}/2)}{\sinh(u_{i,D}/2)}
\;\prod_j\frac{\sinh(u^\ddagger_{j,D}/2)}{\sinh(u^\ddagger_{j,H}/2)}.
\]

Since a frequency is higher for hydrogen than for deuterium, each reactant factor exceeds 1 and each saddle factor is below 1.

The zero-point energies appear when every hyperbolic sine is written as

\[
2\sinh(u/2)=e^{u/2}\left(1-e^{-u}\right).
\]

The exponent \(u/2\) is the zero-point energy \(\hbar\omega/2\) divided by \(k_BT\). Define the zero-point differences, hydrogen minus deuterium, by

\[
\Delta Z_R=\frac{\hbar}{2}\sum_i(\omega_{i,H}-\omega_{i,D}),
\qquad
\Delta Z^\ddagger=\frac{\hbar}{2}\sum_j(\omega^\ddagger_{j,H}-\omega^\ddagger_{j,D}).
\]

Both are positive. Collecting the exponentials gives a plus sign for the reactant, whose hydrogen factors stand in the numerator, and a minus sign for the saddle, whose hydrogen factors stand in the denominator:

\[
\frac{k_H}{k_D}=X\exp\left[\frac{\Delta Z_R-\Delta Z^\ddagger}{k_BT}\right],
\]

\[
X=\prod_i\frac{1-e^{-u_{i,H}}}{1-e^{-u_{i,D}}}
\;\prod_j\frac{1-e^{-u^\ddagger_{j,D}}}{1-e^{-u^\ddagger_{j,H}}}.
\]

This is still the full harmonic result. The factor \(X\) accounts for thermally excited levels. On cooling every \(u\) grows, every \(e^{-u}\) vanishes and \(X\) tends to 1. The remaining exponential is the zero-point formula, valid when \(\hbar\omega\gg k_BT\) for the modes that matter. A numerical test at 60 K, with partition functions summed over levels found on a grid, confirmed that \(k_BT\ln(k_H/k_D)\) there equals \(\Delta Z_R-\Delta Z^\ddagger\). This test concerns the harmonic model without tunnelling; for the barrier used in it, tunnelling could not be neglected at so low a temperature.

The signs have a direct meaning in terms of barriers measured between zero-point levels. For either isotope this barrier is \(E_0=V^\ddagger+Z^\ddagger-Z_R\), where \(Z\) denotes the total zero-point energy of the bound modes. Subtracting the hydrogen barrier from the deuterium barrier removes \(V^\ddagger\):

\[
E_{0,D}-E_{0,H}
=(Z^\ddagger_D-Z^\ddagger_H)-(Z_{R,D}-Z_{R,H})
=\Delta Z_R-\Delta Z^\ddagger.
\]

Deuterium starts lower in the reactant well by \(\Delta Z_R\), which raises its barrier. It also passes the saddle at a level lower by \(\Delta Z^\ddagger\), which offsets that increase in part or, if the saddle is stiff enough, more than fully. The three bound vibrations of the atom in the reactant become two at the saddle, because motion in one direction turns into passage over the barrier. In a nearly straight transfer this direction is close to that of the C–H stretch. In a bent one it mixes stretching with bending, and part of the stretching motion remains in a bound vibration.

In a clamped frame the frequencies follow from force constants and the mass. Let \(\mathbf K\) be the \(3\times3\) matrix of second derivatives of the potential with respect to the position of the transferred atom. Its equation of motion for a small displacement \(\boldsymbol\xi\) is \(m\ddot{\boldsymbol\xi}=-\mathbf K\boldsymbol\xi\). The mass is a single number multiplying all three components, so the directions of vibration are the eigenvectors of \(\mathbf K\), whichever isotope is present. An eigenvalue \(\kappa>0\) gives \(\omega=\sqrt{\kappa/m}\). Inserting this into the zero-point differences yields

\[
\Delta Z_R-\Delta Z^\ddagger
=\frac{\hbar}{2}
\left(\frac{1}{\sqrt{m_H}}-\frac{1}{\sqrt{m_D}}\right)
\left(\sum_i\sqrt{\kappa_i}-\sum_j\sqrt{\kappa_j^\ddagger}\right).
\]

The third eigenvalue at the saddle is negative and belongs to the reaction coordinate. Its square root is imaginary and describes no bound level, so it has no place in the second sum.

The first bracket is positive because \(m_D>m_H\). The second decides whether the effect is normal or inverse. In the zero-point regime \(k_H/k_D\) falls below 1 if \(\sum_j\sqrt{\kappa^\ddagger_j}\) exceeds \(\sum_i\sqrt{\kappa_i}\), that is, if two saddle vibrations are together stiffer, in this sense, than three reactant vibrations. As a matter of algebra, losing a C–H stretch does not by itself guarantee a normal effect; how stiff the saddle must be to reverse it is shown below.

Numbers are given in Rydberg atomic units, in which \(\hbar=1\) and the electron mass is \(1/2\). The unit of mass is then twice the electron mass, and the atomic masses are \(m_H=918.58\) and \(m_D=1835.74\). Energies are in millirydberg (mRy) and force constants in Ry/bohr². The reactant is a round-number model, not a named compound, with a C–H stretching constant of 0.64 and two bending constants of 0.12. For the stretch,

\[
\omega_H=\sqrt{\frac{0.64}{918.58}}=0.02640\ {\rm Ry}=26.40\ {\rm mRy},
\]

and the same expression with \(m_D\) gives 18.67 mRy. Half the difference is 3.86 mRy. Each bend has frequencies of 11.43 and 8.09 mRy and contributes 1.67 mRy. The reactant total is therefore

\[
\Delta Z_R=3.862+2(1.672)\simeq7.21\ {\rm mRy}.
\]

At 400 K, \(k_BT=2.533\) mRy. The stretch alone would give \(\exp(3.862/2.5334)=4.59\), and all three reactant modes would give \(\exp(7.207/2.5334)=17.2\). The second number is not an improved estimate of the isotope effect. It treats both bends as if they ceased to exist at the saddle, while in fact two bound vibrations of the transferred atom remain there.

The criterion for an inverse effect can be seen with the same reactant. Its sum of square roots is \(\sqrt{0.64}+2\sqrt{0.12}=1.49\). A deliberately stiff saddle with real constants 0.80 and 0.70 has \(\sqrt{0.80}+\sqrt{0.70}=1.73\), which is larger. The ratio of rates at 300 K, from partition functions summed over grid levels, is 0.56. At this temperature deuterium transfers faster, although the saddle has one bound vibration fewer than the reactant. The same force constants give a normal effect only above about 810 K, well beyond the usual conditions for a metal alkyl. These constants serve only to illustrate the criterion: they make both saddle vibrations (29.5 and 27.6 mRy for hydrogen) stiffer than the intact C–H stretch (26.4 mRy), which is not to be expected of a hydrogen in transfer. Even a saddle that kept the stretch and one bend of the reactant unchanged would have \(\sqrt{0.64}+\sqrt{0.12}=1.15\), below 1.49, and a normal ratio of 2.4 at 300 K.

The harmonic rate ratio and its zero-point formula show that the reactant and saddle vibrations act in opposition, and for the model reactant \(\Delta Z_R\simeq7.21\) mRy. It remains to find the force constants of a bent saddle, evaluate the net isotope effect, and examine the limits of the zero-point formula, the clamped frame and the neglect of tunnelling.
